Second-order gradient expansion of the positive and Laplacian kinetic energy densities

**Setting.** Consider non-interacting (Kohn–Sham) electrons in their ground state, with equal numbers of both spins, in a smooth real local potential V(r). Atomic units are used, so ħ = m = 1. Sums run over occupied spin orbitals ψ_i, and the density is n = Σ|ψ_i|². Two kinetic energy densities are in use, the positive form and the Laplacian form:

τ = ½ Σ |∇ψ_i|²

τ_L = −½ Re Σ ψ_i* ∇²ψ_i

A semilocal functional compares them with the uniform-gas value at the local density and with two dimensionless derivatives of n. With c = (3π²)^(2/3),

τ_unif = (3/10) c n^(5/3)

p = |∇n|² / (4c n^(8/3)),  q = ∇²n / (4c n^(5/3))

The task is to express τ and τ_L through τ_unif, p and q when V varies slowly, keeping all terms with up to two gradients. Let μ be the chemical potential and u(r) = μ − V(r). The point r lies in the classically allowed region, u > 0, away from turning points, and V varies only on length scales much longer than 1/√(2u), the inverse of the local Fermi wavenumber. A small change of u over this length is not enough: a weak but rapid ripple in V is excluded too. These local conditions yield the smooth part of the densities. If electrons at the Fermi level are reflected back to r, for instance from a turning point elsewhere, oscillating terms are added that the expansion does not contain; part (d) gives their size for a linear potential.

**(a) How are τ and τ_L related for arbitrary orbitals?**

The product rule gives, for each orbital,

∇²|ψ_i|² = 2|∇ψ_i|² + 2 Re(ψ_i* ∇²ψ_i)

In the sum over i, the first term gives 2·2τ = 4τ. The second gives 2·(−2τ_L) = −4τ_L. Hence

τ − τ_L = ¼ ∇²n

No slow variation was assumed. If surface terms vanish, or over a cell of a periodic system, the right side integrates to zero, and both densities give the same kinetic energy. Only one of them has to be expanded; τ_L is the easier one.

**(b) Express n and τ_L through the diagonal C(r,β) = ⟨r|exp(−βH)|r⟩ for one spin, with H = −½∇² + V.**

The occupied states are selected by the step function θ(μ − H). For a number E, the inverse Laplace transform from β to μ of exp(−βE)/β is θ(μ − E). Applying this to every eigenvalue of H, and writing L⁻¹ for the transform, gives with a factor 2 for spin

n = 2 L⁻¹[C/β]

For τ_L we need the diagonal of T θ(μ − H), where T = −½∇² = H − V. Since H exp(−βH) = −∂/∂β exp(−βH), and V(r) multiplies the diagonal as a number,

⟨r|T exp(−βH)|r⟩ = −∂C/∂β − V C

τ_L = 2 L⁻¹[(−∂C/∂β − V C)/β]

The Laplacian form therefore requires the diagonal C alone, whereas direct evaluation of |∇ψ|² would call for off-diagonal elements. Part (a) avoids this by giving τ from τ_L and n.

**(c) Find C through second order in gradients.**

Expand the diagonal in plane waves:

C = ∫ d³k/(2π)³ exp(−ik·r) φ,  φ = exp(−βH) exp(ik·r)

The function φ obeys ∂φ/∂β = ½∇²φ − Vφ and equals exp(ik·r) at β = 0. For constant V the solution is exp(S) with

S = ik·r − βk²/2 − βV

For varying V write φ = exp(S) w, with w = 1 at β = 0. The derivatives needed are

∇S = ik − β∇V,  ∇²S = −β∇²V

(∇S)² = −k² − 2iβ k·∇V + β²|∇V|²

Inserting φ and dividing by exp(S) gives

∂w/∂β − (k²/2 + V)w = ½[∇²w + 2∇S·∇w + (∇²S + (∇S)²)w] − Vw

The terms k²w/2 and Vw cancel between the two sides, leaving

∂w/∂β = ½∇²w + (ik − β∇V)·∇w + ½[−β∇²V − 2iβ k·∇V + β²|∇V|²]w

Now write w = 1 + w₁ + w₂ + …, where the index counts gradients. At first order, only the term linear in k·∇V acts on the leading 1:

∂w₁/∂β = −iβ k·∇V,  so  w₁ = −(iβ²/2) k·∇V

At second order, w₁ enters through ik·∇w₁ and −iβ(k·∇V)w₁:

∂w₂/∂β = (β²/2)(k·∇)²V − (β³/2)(k·∇V)² − (β/2)∇²V + (β²/2)|∇V|²

Integration from zero gives

w₂ = (β³/6)(k·∇)²V − (β⁴/8)(k·∇V)² − (β²/4)∇²V + (β³/6)|∇V|²

In C the phases exp(±ik·r) cancel, and a Gaussian integral over k remains. Its norm is (2πβ)^(−3/2), the average of k_i k_j is δ_ij/β, and the odd term w₁ averages to zero. The coefficient of β²∇²V becomes 1/6 − 1/4 = −1/12. That of β³|∇V|² becomes 1/6 − 1/8 = 1/24. Therefore

C = (2πβ)^(−3/2) exp(−βV) [1 − β²∇²V/12 + β³|∇V|²/24]

**(d) Carry out the inverse transforms.**

Since ∇V = −∇u, set

a = −∇²V/12 = ∇²u/12,  b = |∇V|²/24 = |∇u|²/24

The transform needed for u > 0 is

L⁻¹[β^(−s) exp(−βV)] = u^(s−1)/Γ(s)

It holds directly for s > 0. One term below has s = −½. An extra factor β means a derivative with respect to μ, so this term is the derivative of u^(−1/2)/√π, which is −u^(−3/2)/(2√π). This singular power is one reason for staying away from turning points. Distance from them is not enough, however: the term-by-term transform gives only the smooth part of n and τ_L. In a linear potential, where the orbitals are Airy functions, ∇²n is proportional to the square of an Airy function and keeps oscillating however far r lies from the turning point. There τ and τ_L deviate point by point from the final formulas of part (f) by amounts of the same order as the second-order terms. Far from the turning point, the largest deviation is about 0.4 of the mean absolute value of these terms for τ and 1.4 for τ_L, and its average over one oscillation tends to zero. Where reflected electrons are focused, the oscillations can be much larger: at the centre of a spherical harmonic well with many closed shells, they far exceed the smooth second-order terms.

For the density,

C/β = (2π)^(−3/2) exp(−βV) [β^(−5/2) + aβ^(−1/2) + bβ^(1/2)]

With Γ(5/2) = 3√π/4 and the abbreviation B = 2(2π)^(−3/2)/√π = 1/(√2 π²),

n = B [ (4/3)u^(3/2) + ∇²u/(12u^(1/2)) − |∇u|²/(48u^(3/2)) ]

For the kinetic part, differentiating exp(−βV) in −∂C/∂β produces +VC, which cancels −VC. What remains comes from the powers β^(−3/2), aβ^(1/2) and bβ^(3/2) in C:

−∂C/∂β − VC = (2π)^(−3/2) exp(−βV) [(3/2)β^(−5/2) − (a/2)β^(−1/2) − (3b/2)β^(1/2)]

Division by β lowers each power by one, to −7/2, −3/2 and −1/2. The gamma functions are Γ(7/2) = 15√π/8, Γ(3/2) = √π/2 and Γ(1/2) = √π, so

τ_L = B [ (4/5)u^(5/2) − u^(1/2)∇²u/12 − |∇u|²/(16u^(1/2)) ]

**(e) Eliminate the potential in favour of the density.**

Split n = n₀ + n₂, where n₀ = (4B/3)u^(3/2) = (2u)^(3/2)/(3π²) and n₂ holds the gradient terms. At n₀ one has c n₀^(2/3) = 2u, and hence

τ_unif(n₀) = (3/5)u n₀ = (4/5)B u^(5/2)

dτ_unif/dn = ½ c n^(2/3) = u at n = n₀

The value at the true density is therefore τ_unif(n) = τ_unif(n₀) + u n₂, with an error of order n₂², which is fourth order in gradients. Subtracting it from τ_L removes the u^(5/2) term:

τ_L − τ_unif(n) = −B[ (1/12 + 1/12) u^(1/2)∇²u + (1/16 − 1/48)|∇u|²/u^(1/2) ]

= −B[ u^(1/2)∇²u/6 + |∇u|²/(24u^(1/2)) ]

This is already of second order, so u can be replaced in it by means of n₀ alone:

∇n = 2B u^(1/2)∇u

|∇n|²/n = 3B |∇u|²/u^(1/2)

∇²n = 2B u^(1/2)∇²u + B|∇u|²/u^(1/2)

Solving for the two combinations needed,

B|∇u|²/u^(1/2) = |∇n|²/(3n)

B u^(1/2)∇²u = ½∇²n − |∇n|²/(6n)

Substitution gives −∇²n/12 and a gradient term with coefficient 1/36 − 1/72 = 1/72:

τ_L = τ_unif + |∇n|²/(72n) − ∇²n/12

**(f) Obtain τ, and write both results with p and q.**

By part (a), add ∇²n/4. Because −1/12 + 1/4 = 1/6,

τ = τ_unif + |∇n|²/(72n) + ∇²n/6

The definitions of p and q give

|∇n|²/n = 4c n^(5/3) p = (40/3) p τ_unif,  ∇²n = (40/3) q τ_unif

The coefficients become 40/(3·72) = 5/27, 40/(3·6) = 20/9 and −40/(3·12) = −10/9:

**τ = τ_unif (1 + 5p/27 + 20q/9)**

**τ_L = τ_unif (1 + 5p/27 − 10q/9)**

Their difference is (10/3) q τ_unif = ∇²n/4, as it must be. Where these formulas hold point by point, a density minimum with q > 0 has τ above the uniform value and τ_L below it, since p = 0 there; at a maximum with q < 0 the order is reversed. When the Laplacian integrates to zero, both forms give the same second-order energy, ∫|∇n|²/(72n) d³r. This is one ninth of the von Weizsäcker energy ∫τ_W d³r, with τ_W = |∇n|²/(8n).

**(g) What does this imply for the ingredient α = (τ − τ_W)/τ_unif?**

In the same units τ_W = (40/24) p τ_unif = (5/3) p τ_unif. Since 5/27 − 5/3 = −40/27, to second order

α = 1 + 20q/9 − 40p/27

A functional that depends on n, p and α thus acquires a dependence on q in the slowly varying limit. In an integrated exchange energy this dependence can be traded for p. The uniform exchange energy density is proportional to n^(4/3), and integration by parts without surface terms gives

∫ n^(−1/3) ∇²n d³r = (1/3) ∫ n^(−4/3) |∇n|² d³r

Dividing by 4c turns this into ∫ n^(4/3) q d³r = (1/3) ∫ n^(4/3) p d³r. A term linear in α − 1, with a constant coefficient in the exchange enhancement factor, therefore contributes to the second-order energy as if

α − 1 → (20/27 − 40/27) p = −20p/27

This replacement is valid under that integral, not point by point.

**(h) Test the expansion on an electron gas in V(z) = A cos(gz), with μ = 0.50 hartree, A = 0.20 hartree and g = 0.20 bohr⁻¹.**

The reference comes from Bloch orbitals along z, found by diagonalization. Motion in the xy plane is free. A state of energy ε < μ along z therefore carries, per unit area and with both spins, (μ − ε)/π electrons and an in-plane kinetic energy (μ − ε)²/(2π). Because p and q are the only scalars of second order, variation along one axis is enough to fix both coefficients.

At the potential maximum, z = 0, the density is lowest and p = 0. With q = 0.016352 and τ_unif = 0.00285184 hartree/bohr³,

τ ≈ 0.00285184 × (1 + 20 × 0.016352/9) = 0.00285184 × 1.03634 = 0.0029555 hartree/bohr³

The orbitals give 0.0029552 hartree/bohr³. Relative to this value, τ_unif alone is 3.5 % too low, and the second-order expression is 0.01 % too high. For the Laplacian form,

τ_L ≈ 0.0028518 × (1 − 10 × 0.016352/9) = 0.0028000 hartree/bohr³

against 0.0027997 hartree/bohr³ from the orbitals. The two orbital values, 0.00295518 and 0.00279974 hartree/bohr³ with one more digit, lie on opposite sides of τ_unif and differ by 0.00015544 hartree/bohr³, which is ∇²n/4.

At the midpoint, where V = 0, both terms contribute. There p = 0.0035795 and q = 0.0012110, so

5p/27 + 20q/9 = 0.00066 + 0.00269 = 0.00335

Multiplying τ_unif = 0.010129 hartree/bohr³ by 1.00335 gives 0.010163 hartree/bohr³, in agreement with the orbitals to these digits. Although ∇²u vanishes here, q does not: by part (e), ∇²n then equals |∇n|²/(3n) at leading order, so q ≈ p/3 = 0.00119. At the potential minimum q = −0.0030613, and the orbital value of τ, 0.023298 hartree/bohr³, lies below τ_unif = 0.023457 hartree/bohr³.

Agreement at one g could hide a wrong coefficient; the scaling with g is a sharper test. In this potential μ exceeds V everywhere. Electrons at the Fermi level that move obliquely can still turn back along z, but their motion in the xy plane carries them away from the starting point, so classically none is reflected back to r. Electrons moving along z undergo only weak Bragg reflection above the barrier. The band gap of the z motion nearest to μ is about 3 × 10⁻⁶ hartree at g = 0.20 bohr⁻¹ and shrinks rapidly as g decreases, so this effect is negligible here. If all second-order terms are right, the remainder should then be of fourth order and fall by about 16 when g is halved. The largest error of τ over a period, relative to the orbital value, is 9.8 × 10⁻⁵, 6.0 × 10⁻⁶ and 3.8 × 10⁻⁷ for g = 0.20, 0.10 and 0.05 bohr⁻¹. The last halving gives a ratio of 16.0. The one-dimensional version of C, and the expressions for n and τ_L in terms of u, pass the same test.

A fit of τ/τ_unif − 1 to p and q, with the leading g² error of the coefficients extrapolated away, returns 0.1852 and 2.2222. The derived values are 5/27 = 0.1852 and 20/9 = 2.2222. For τ_L the fitted coefficient of q is −1.1111. At g = 0.05 bohr⁻¹ the cell average of τ − τ_unif, divided by that of τ_W, is 0.11116, close to 1/9 = 0.11111. The numerical output lists the remaining values.

**(i) Where does the expansion fail? Examine two non-interacting electrons in the 1s orbital of unit nuclear charge.**

Here n = (2/π) exp(−2r), and differentiation gives

|∇n| = 2n,  ∇²n = (4 − 4/r) n

Both electrons share one real spatial orbital, for which τ = τ_W = |∇n|²/(8n) = n/2. The second-order expression instead contains ∇²n/6, which tends to −∞ at the nucleus while τ stays finite and positive.

At r = 0.20 bohr the values are p = 0.1843, q = −0.7373 and τ_unif = 0.6945 hartree/bohr³. The bracket is

1 + 5 × 0.1843/27 − 20 × 0.7373/9 = 1 + 0.034 − 1.638 = −0.604

The expansion gives −0.420 hartree/bohr³, whereas the orbital gives +0.213 hartree/bohr³. A quantity that cannot be negative has been assigned a negative value, even though |q| is below one.

The assumption of slow variation explains this. With μ placed at the orbital energy of −0.5 hartree, u = 1/r − 0.5 = 4.5 hartree and the local wavenumber is √(2u) = 3 bohr⁻¹. The gradient is |∇u| = 1/r² = 25 hartree/bohr. The relative change of u over the inverse wavenumber, estimated from this gradient, is 25/(3 × 4.5) ≈ 1.9, which is not small. The point is classically allowed, but the potential is not slowly varying there.

The density tail fails differently. As r → ∞, τ_unif falls as n^(5/3) and becomes negligible beside n, while ∇²n → 4n. The second-order expression then tends to

4n/72 + 4n/6 = 13n/18

This is 13/9 of the true value n/2, or 44 % too large. The sign is right, but the region is classically forbidden and the derivation does not apply.

These failures restrict the use of the result. For a slowly varying potential it relates the smooth part of τ to the smooth part of n. It can be applied point by point to the actual densities where the oscillations mentioned in part (d) are negligible, as in the test of part (h). Otherwise the oscillations must be averaged out of n and τ before the formula is used. Averaging the finished formula is not the same in general, because τ_unif is not linear in n. Replacing τ by its second-order expression throughout an atom would lose the positivity of τ near the nucleus, and with it the bound τ ≥ τ_W. That bound follows from the Cauchy–Schwarz inequality,

|∇n| ≤ 2 Σ|ψ_i||∇ψ_i| ≤ 2 √n √(2τ)

and squaring gives τ ≥ |∇n|²/(8n). The orbital-based τ obeys it, so α ≥ 0; the truncated expansion need not.

Table of computed values

```
mu = 0.50 hartree, A = 0.20 hartree
worked example: g = 0.20 1/bohr
maximum of V: z = 0.0000 bohr, V = 0.200 hartree
  n = 0.01578461 bohr^-3
  p = 0.0000000, q = 0.0163520 (dimensionless)
  kinetic energy densities in hartree/bohr^3:
  tau_unif = 0.00285184
  tau: orbitals 0.00295518, expansion 0.00295547
  tau_L: orbitals 0.00279974, expansion 0.00280003
  lap n / 4 = 0.00015544
midpoint of V: z = 7.8540 bohr, V = 0.000 hartree
  n = 0.03376684 bohr^-3
  p = 0.0035795, q = 0.0012110 (dimensionless)
  kinetic energy densities in hartree/bohr^3:
  tau_unif = 0.01012868
  tau: orbitals 0.01016276, expansion 0.01016265
  tau_L: orbitals 0.01012187, expansion 0.01012176
  lap n / 4 = 0.00004089
minimum of V: z = 15.7080 bohr, V = -0.200 hartree
  n = 0.05588915 bohr^-3
  p = 0.0000000, q = -0.0030613 (dimensionless)
  kinetic energy densities in hartree/bohr^3:
  tau_unif = 0.02345747
  tau: orbitals 0.02329791, expansion 0.02329788
  tau_L: orbitals 0.02353729, expansion 0.02353726
  lap n / 4 = -0.00023937
largest relative error over one period (dimensionless):
  g = 0.20 1/bohr: tau 9.763e-05, tau_L 1.031e-04
  g = 0.10 1/bohr: tau 6.005e-06, tau_L 6.088e-06
  g = 0.05 1/bohr: tau 3.751e-07, tau_L 3.764e-07
error ratio, g = 0.10 to g = 0.05 (dimensionless):
  heat kernel: 15.986
  n from potential: 16.211
  tau_L from potential: 16.167
  tau: 16.009
  tau_L: 16.175
coefficients fitted to orbital data (dimensionless):
  tau: p 0.18518, q 2.22222
  tau_L: p 0.18518, q -1.11111
derived: 5/27 = 0.18519, 20/9 = 2.22222, -10/9 = -1.11111
cell-averaged (tau - tau_unif)/tau_Weizsaecker, g = 0.05:
  0.111155; 1/9 = 0.111111 (dimensionless)
1s pair at r = 0.20 bohr: p = 0.1843, q = -0.7373 (dimensionless)
  tau_unif = 0.69450 hartree/bohr^3
  tau: orbital 0.21337, expansion -0.41976 hartree/bohr^3
```
